# The mid-bond peak in the Kohn-Sham potential of stretched H₂, part 3

In stretched singlet H₂ the Kohn-Sham (KS) potential $v_s$ peaks at the bond midpoint (mid), with a height that tends to the atomic ionization energy $I_H=\tfrac12$ hartree. This part tests and extends that result. Atomic units are used. Nuclei A and B lie at $z=\mp R/2$, $r_A$ and $r_B$ are the distances from them, and $\rho$ is the distance from the axis.

The one-electron Hamiltonian $h=-\tfrac12\nabla^2+v$, $v=-1/r_A-1/r_B$, has ground energy $E_1$. The ground state $\Psi=f(\mathbf r_1)\Phi(\mathbf r_2|\mathbf r_1)$ has energy $E_2$, density $n=2f^2$, kinetic energy density $\tau$ and normalized conditional amplitude $\Phi$.

$$v_s=\varepsilon+\frac{\nabla^2 f}{2f}=\varepsilon+\frac{\nabla^2\sqrt n}{2\sqrt n}. \tag{2}$$

$$v_{\rm cond}=\int\frac{\Phi^2}{r_{12}}d\mathbf r_2,\qquad v_{\rm kin}=\tfrac12\int|\nabla_1\Phi|^2d\mathbf r_2,\qquad v_{\rm resp}=\langle\Phi|h|\Phi\rangle-E_1. \tag{6}$$

$$v_s=v+v_{\rm cond}+v_{\rm kin}+v_{\rm resp},\qquad \varepsilon=E_2-E_1=-I_{\rm mol}. \tag{7}$$

$$\tau=|\nabla f|^2+2f^2v_{\rm kin}=\tau_W+n\,v_{\rm kin},\qquad \tau_W=\frac{|\nabla n|^2}{8n}. \tag{8}$$

$$T_c=T-T_s=\int n\,v_{\rm kin}\,d\mathbf r. \tag{9}$$

$$v_c=v_{\rm kin}+v_{\rm resp}+v_{\rm cond}-\tfrac12v_H. \tag{10}$$

Here $v_H$ is the Hartree potential; the KS counterpart $v_{s,\rm kin}$ of $v_{\rm kin}$ is zero.

The Heitler-London (HL) function $\propto a(1)b(2)+b(1)a(2)$ has 1s orbitals $a$, $b$ with overlap $S$, and $\varepsilon=-\tfrac12$. With $D=a^2+b^2+2Sab\propto n$, $w_A=a(a+Sb)/D$, $w_B=b(b+Sa)/D$, and $\Phi=\cos\theta\,b+\sin\theta\,a$, $\tan\theta=b/a$ for $S\to0$,

$$v_{\rm kin}=\tfrac12|\nabla\theta|^2. \tag{15}$$

$$v_{\rm kin}=\frac{(1-S^2)\,|a\nabla b-b\nabla a|^2}{2D^2}. \tag{16}$$

$$v_{\rm kin}(z)=\frac{1-S^2}{2(\cosh2z+S)^2},\qquad v_{\rm kin}(\rho)=\frac\lambda2\,\frac{R^2/4}{R^2/4+\rho^2},\qquad \lambda=\frac{1-S}{1+S}. \tag{18}$$

$$v_{\rm kin}({\rm mid})=\frac12\,\frac{1-S}{1+S}\;\longrightarrow\;\frac12=I_H\qquad(R\to\infty). \tag{19}$$

$$v_s=v_{\rm kin}-\frac{w_A}{r_A}-\frac{w_B}{r_B},\qquad v_s({\rm mid})=\frac\lambda2-\frac2R. \tag{22}$$

For doubly occupied $\sigma_g\propto a+b$,

$$v_s=-\frac{a/r_A+b/r_B}{a+b},\qquad v_s({\rm mid})=-\frac2R. \tag{24}$$

With $\eta=(r_A-r_B)/R$,

$$T_c^{\rm HL}=\frac{1-S^2}{1+S^2}\,\frac{R^2e^{-R}}4\int_{-1}^1\frac{1-\eta^2}{\cosh R\eta+S}\,d\eta\;\simeq\;\frac{\pi R}4\,e^{-R}. \tag{29}$$

The order found after (27) is $v_{\rm resp}({\rm mid})=O(R^{-4})$.

Exactly, $\Psi=A\tilde b(2)+B\tilde a(2)+\sum_kg_k\chi_k(2)$, with $\tilde a$, $\tilde b$ localized combinations of the two lowest states of $h$ and $\chi_k$ the higher ones.

$$\Delta V=-\frac1{r_B}+\langle\tilde b|r_{12}^{-1}|\tilde b\rangle,\qquad \epsilon=E_2-\langle\tilde b|h|\tilde b\rangle. \tag{32}$$

$$v_{\rm kin}({\rm mid})=\frac12\left(\frac{A'}A\right)^2_{\rm mid}+\text{contributions of the }g_k. \tag{34}$$

A tail has logarithmic derivative $u=A'/A$, decay constant $\kappa$ and $I=\kappa^2/2$; in one dimension $u'+u^2=2(V-\epsilon)$.

### Other one-electron fragments and a one-dimensional check

Equation (34) holds for any pair of identical one-electron fragments with a nondegenerate orbital. For an s orbital in three dimensions with a potential tail $-1/r$, the radial equation $a''+2a'/r=(\kappa^2-2/r)a$ becomes $u'+u^2+2u/r=\kappa^2-2/r$. Inserting $u=-\kappa+\beta/r+\dots$, the terms in $1/r$ require $-2\kappa\beta-2\kappa=-2$, so $\beta=1/\kappa-1$ and

$$\tfrac12u^2=I-\frac{1-\kappa}r+\dots=I-\frac{2(1-\kappa)}R+\dots \tag{35}$$

The limit is $I$ for every $\kappa$, but the absence of a $1/R$ term is special to hydrogen, where $\kappa=1$ and $a'/a=-1$ exactly.

A model with a different $I$ separates the ionization energy from the number $\tfrac12$. Take two electrons on a line with the soft-Coulomb interaction $w(t)=(1+t^2)^{-1/2}$, attractive to two centres at $\mp R/2$ and repulsive between the electrons. At distance $x$ from its centre the atom has $V=-w=-1/x+1/(2x^3)+\dots$, and the Riccati equation is $u'+u^2=\kappa^2-2/x+1/x^3$. Insert $u=-\kappa+\beta/x+c/x^2+\dots$. Order $1/x$ gives $-2\kappa\beta=-2$, so $\beta=1/\kappa$. Order $1/x^2$ gives $-\beta+\beta^2-2\kappa c=0$, so $2c=(\beta^2-\beta)/\kappa=(1-\kappa)/\kappa^3$. With $u'=-\beta/x^2-2c/x^3$ the equation itself yields $\tfrac12u^2=I-1/x+\beta/(2x^2)+(1+2c)/(2x^3)$. At $x=R/2$,

$$\tfrac12u^2_{\rm free}=I-\frac2R+\frac2{\kappa R^2}+\frac{4\,[1+(1-\kappa)/\kappa^3]}{R^3}+O(R^{-4}). \tag{36}$$

In this model the neutral neighbour has a long-range field. Averaging $w(d-y)$ over the electron displacement $y$, with $\langle y\rangle=0$ and $q=\langle y^2\rangle$, gives $w(d)+\tfrac12q\,w''(d)$. The first term cancels the nuclear attraction, and $w''\approx2/d^3$ leaves $\Delta V=q/d^3$. In three dimensions the corresponding term for a spherical cloud is proportional to $\nabla^2(1/d)=0$, so H₂ has no such field. At the midpoint $\Delta V=8q/R^3$. At the home nucleus it is $q/R^3$, which raises $\epsilon$ by that amount in first order. Since $\tfrac12u^2=V-\epsilon-\tfrac12u'$ and the change in $u'$ is of order $R^{-4}$,

$$v_{\rm kin}({\rm mid})=\tfrac12u^2_{\rm free}+\frac{7q}{R^3}+O(R^{-4}). \tag{37}$$

For $R=14$ bohr the grid solution of the atom gives $I=0.66978$ hartree, $\kappa=1.15739$ bohr⁻¹ and $q=1.1916$ bohr². The terms of (36) are $0.66978-0.14286+0.00882+0.00131=0.53705$, against 0.53679 from the logarithmic derivative of the atomic orbital. The neighbour field computed from the atomic density is 0.00361, which is 4% above $8q/R^3=0.00347$. Adding $7q/R^3=0.00304$ gives 0.54009 for (37). The exact two-electron solution gives $v_{\rm kin}({\rm mid})=0.53995$, which lies 0.00316 above the free-atom value. Solving for $A$ in the frozen field $\Delta V$ gives 0.54098, which is 0.00103 above the exact value. That this remainder is the polarization of the neighbour, omitted in the frozen field, is a conjecture consistent with its sign. The closer agreement of the series (37) involves a cancellation among neglected $R^{-4}$ terms and should not be read as higher accuracy. The shift of $\epsilon$ is visible in $E_2-E_1=-0.66924$, which lies 0.00054 above $-I$, of which $q/R^3=0.00347-0.00304=0.00043$ is the leading part.

The grid solution is an eigenstate, so it also tests (7). The potential inverted from the density and the sum of the four terms differ by at most $7.8\times10^{-6}$ hartree for $|x|\le10$ bohr. At the midpoint, $-0.28284+0.14380+0.53995+0.00062=0.40153$. In this model $v_{\rm kin}$ is still 0.13 hartree below $I$ at $R=14$, as the $-2/R$ term of (36) requires.

### Worked example: H₂ by full configuration interaction

The ground state was computed by full configuration interaction (FCI) in an uncontracted even-tempered Gaussian basis on each atom, with s exponents $0.03\times2^k$ for $k=0,\dots,13$ and p exponents $0.06\times2.5^k$ for $k=0,\dots,3$, in bohr⁻². With $\Psi=\sum_{ij}C_{ij}\phi_i(1)\phi_j(2)$ in the orthonormal eigenfunctions $\phi_j$ of $h$, with energies $e_j$, the coefficients of the unnormalized conditional amplitude are $c_j(\mathbf r_1)=\sum_i\phi_i(\mathbf r_1)C_{ij}$. Then $n=2\sum c_j^2$, $\tau=\sum|\nabla c_j|^2$ and $\nabla n=4\sum c_j\nabla c_j$, and (8) and (6) become

$$v_{\rm kin}=\frac{\sum_j|\nabla c_j|^2}{2\sum_jc_j^2}-\frac{|\sum_jc_j\nabla c_j|^2}{2(\sum_jc_j^2)^2},\qquad v_{\rm resp}=\frac{\sum_jc_j^2e_j}{\sum_jc_j^2}-e_0. \tag{38}$$

Only first derivatives of the basis functions enter. The FCI values of $v_s$ below are the sum (7), not an inversion of the Gaussian density.

The quality of the basis in the tail is gauged on the atom. It gives $I_H=0.499995$ hartree (13.606 eV) and $a'/a=-0.99972$ at 5 bohr, where the exact value is $-1$. The corresponding $\tfrac12(a'/a)^2=0.4997$ is 0.0003 below $\tfrac12$. This gauges only the atomic s tail and does not bound the basis error in the molecule. The basis has no d functions, and the midpoint values are sensitive to the basis. Removing the three tightest s functions moves $v_{\rm kin}$ at $R=10$ from 0.4967 to 0.4998. Adding d shells with exponents 0.15 and 0.5 to that smaller set lowers $v_{\rm kin}$ by 0.0022 at $R=8$ and by 0.0005 at $R=10$, and raises $v_{\rm resp}$ by 0.0009 and 0.0002. The same d shells lower $v_{\rm cond}$ by 0.0020 at $R=8$ and by 0.0005 at $R=10$, and lower $v_c$ and $v_s$ by 0.0033 at $R=8$. A larger basis of 12 s, 5 p and 3 d shells per atom, whose atomic tail has $a'/a=-1$ to about $10^{-5}$ at 3, 4 and 5 bohr, gives at $R=10$ the values $v_{\rm kin}=0.4962$, $v_{\rm cond}=0.1981$, $v_{\rm resp}=0.0011$, $v_c=0.4955$ and $v_s=0.2954$, shifts of 0.0004 to 0.0009 hartree from the table. The FCI values of $v_{\rm kin}$, $v_{\rm cond}$, $v_c$ and $v_s$ should be read as uncertain by about $10^{-3}$ hartree at $R=10$ and by a few $10^{-3}$ hartree at $R=8$. The basis dependence at $R=6$ was not examined. The midpoint values, in hartree, are these.

| | $R=6$ | $R=8$ | $R=10$ |
|---|---|---|---|
| $S$ | 0.04710 | 0.01018 | 0.00201 |
| $I_{\rm mol}$ | 0.4890 | 0.4975 | 0.4994 |
| $v_{\rm kin}$, HL | 0.4550 | 0.4899 | 0.4980 |
| $v_{\rm kin}$, FCI | 0.4268 | 0.4853 | 0.4967 |
| $v$ | −0.6667 | −0.5000 | −0.4000 |
| $v_{\rm cond}$ | 0.3284 | 0.2482 | 0.1989 |
| $v_H/2$ | 0.3309 | 0.2496 | 0.1999 |
| $v_{\rm resp}$ | 0.0064 | 0.0019 | 0.0007 |
| $v_c$ | 0.4308 | 0.4858 | 0.4964 |
| $v_s$ | 0.0950 | 0.2354 | 0.2963 |
| $I_H-2/R$ | 0.1667 | 0.2500 | 0.3000 |

At $R=10$ bohr the HL formula (19) gives $\tfrac12\times0.99799/1.00201=0.49799$, and (22) gives $0.49799-0.20000=0.29799$, the value obtained from the numerical Laplacian. The FCI terms add according to (7) and (10) as

$$v_s=-0.4000+0.1989+0.4967+0.0007=0.2963,$$

$$v_c=0.4967+0.0007+0.1989-0.1999=0.4964.$$

The kinetic term, 0.4967 hartree (13.51 eV), is 0.0033 hartree or 0.7% below $I_H$ (0.0038 hartree or 0.8% in the larger basis). The other three terms of $v_c$ sum to $-0.0003$, a partial cancellation of $v_{\rm resp}=+0.0007$ against $v_{\rm cond}-v_H/2=-0.0010$. These small terms are not converged: in the larger basis they are $+0.0011$ and $-0.0018$, with sum $-0.0007$. Each is 0.1 to 0.4% of $v_{\rm kin}$, so the correlation potential at the midpoint is its kinetic part to within a few tenths of a per cent. The density there is $2.9\times10^{-5}$ bohr⁻³. Between $R=6$ and $R=10$ it falls from $1.7\times10^{-3}$ by a factor of about 59, while $v_{\rm kin}$ rises from 11.61 eV through 13.21 eV to 13.51 eV.

The FCI peak lies below the HL peak at each distance, by 0.0282, 0.0046 and 0.0013 hartree. Divided by $S$ these are 0.60, 0.45 and about 0.6. Multiplied by $R^4$ they are about 37, 19 and 13. Neither set is constant, but the basis sensitivity noted above is about half of the departure at $R=8$ and, for the truncated s set, more than twice the departure at $R=10$. The larger basis gives a departure of 0.0018 at $R=10$, of the same sign and about 40% larger. These three points therefore do not determine how the departure scales with $R$, nor how it divides between an ionic term of overlap size and an $R^{-4}$ polarization term. The products $v_{\rm resp}R^4$ are about 8, 8 and 7 in this basis, and rise to about 11 at $R=8$ and 10 to 11 at $R=10$ when d functions are included. They do not test the order found after (27), because the distances are short and the values are not converged with respect to d functions. At $R=6$ HL overestimates the FCI value of $v_{\rm kin}$ by 7%, and $v_s$ is 0.072 hartree below the limiting form $I_H-2/R$. At that distance the HL and FCI zeros of energy also differ, since $I_{\rm mol}$ is 0.011 below $\tfrac12$. At $R=10$ this difference is 0.0006.

The shape at $R=10$ follows the $S\to0$ forms of (18). On the axis at $z=0.25$, 0.50 and 1.00 bohr, FCI gives 0.3911, 0.2094 and 0.0354, against $I_H\,{\rm sech}^2\,2z=0.3932$, 0.2100 and 0.0353. On the midplane at $\rho=2$ and 4 bohr it gives 0.4283 and 0.3019, against $I_H\times25/29=0.4310$ and $I_H\times25/41=0.3049$, lower by 0.6% and 1.0% of the formula values (0.4275 and 0.3020, lower by 0.8% and 1.0%, in the larger basis). The full width at half of the FCI maximum is 0.884 bohr, compared with 0.881 bohr.

The numerical check that follows the text asserts (16) against quadrature of the definition (6), (22) and the midpoint value of (24) at $R=10$ against a numerical Laplacian, (9) for HL, the identity (7) with (36) and (37) in the one-dimensional model, and the FCI midpoint terms, profile and width at $R=10$ within stated tolerances, together with the monotonic approach of $v_{\rm kin}$ to $I_H$. The leading form in (29), Eq. (35) and the power $R^{-4}$ are derived or argued above but are not among its tests.

### Conditions under which the result changes

The limit requires $S\ll1$. As $R\to0$, $S\to1$ and $\lambda\to0$, the two orbitals span a single state and the conditional amplitude has no room to turn. For the HL density the maximum becomes a saddle when $\lambda R<2$, and at such distances the HL function itself is no longer a reliable guide to the true potential.

The derivation uses the singlet. The lowest triplet has the HL density with $S\to-S$ in the cross term of $D$, which approaches the singlet density at large $R$, but its KS state occupies two different orbitals. Equation (2) does not apply, the KS conditional amplitude itself rotates between the two atoms, and $v_{s,\rm kin}$ is no longer zero. The same holds for a spin-unrestricted determinant that places opposite spins in $a$ and $b$. The peak is a property of the spin-restricted description with one shared orbital.

For two different one-electron fragments with decay constants $\kappa_A$ and $\kappa_B$, keeping only the exponentials, $\tan\theta=e^{(\kappa_A+\kappa_B)(z-z_0)}$, where $z_0$ is the point at which the two tails are equal. The largest rotation rate is $(\kappa_A+\kappa_B)/2$, reached at $z_0$, so the kinetic peak has height $(\kappa_A+\kappa_B)^2/8$, which reduces to $I$ for equal fragments. The expectation value $\langle\Phi|h|\Phi\rangle=\cos^2\theta\,\langle b|h|b\rangle+\sin^2\theta\,\langle a|h|a\rangle$ now depends on $\theta$, and $v_{\rm resp}$ changes across $z_0$ by the difference of the two ionization energies. The peak is then accompanied by a step. This case is derived at the level of the leading exponentials only and was not computed.

## Values computed for the example and the checks

```
HL R=10 bohr, inverted v_s(mid) = 0.29799 Ha = 8.109 eV
sigma_g^2 density R=10 bohr, inverted v_s(mid) = -0.20000 Ha
HL R=6 bohr: S = 0.04710, T = 0.997204, T_W = 0.986687, T_c = 0.010518 Ha
HL R=8 bohr: S = 0.01018, T = 0.999854, T_W = 0.997841, T_c = 0.002013 Ha
HL R=10 bohr: S = 0.00201, T = 0.999994, T_W = 0.999647, T_c = 0.000347 Ha
1D model R=14 bohr: I_atom = 0.66978, E2-E1 = -0.66924 Ha
1D atom: kappa = 1.15739 1/bohr, q = <x^2> = 1.1916 bohr^2
1D max |v_s inverted - sum of terms|, |x|<=10 bohr = 7.8e-06 Ha
1D mid: neighbour field = 0.00361, 8q/R^3 = 0.00347, 7q/R^3 = 0.00304 Ha
1D mid: free-atom (a'/a)^2/2 = 0.53679, free series = 0.53705 Ha
1D mid: exact v_kin = 0.53995, frozen neighbour = 0.54098, full series = 0.54009 Ha
1D mid: v_ext = -0.28284, v_cond = 0.14380, v_resp = 0.00062, v_s = 0.40153 Ha
basis per H (bohr^-2): s 0.03*2^k k=0..13; p 0.06*2.5^k k=0..3
H atom in basis: I_H = 0.499995 Ha = 13.606 eV, a'/a at 5 bohr = -0.99972 1/bohr
FCI R=6 bohr: E_total = -1.000736, I_mol = 0.488982 Ha, n(mid) = 1.717e-03 bohr^-3
  v_kin = 0.4268 Ha = 11.61 eV, HL v_kin = 0.4550 Ha
  v_ext = -0.6667, v_cond = 0.3284, v_H/2 = 0.3309, v_resp = 0.0064 Ha
  v_c = 0.4308, v_s = 0.0950, I_H-2/R = 0.1667 Ha
FCI R=8 bohr: E_total = -1.000036, I_mol = 0.497539 Ha, n(mid) = 2.173e-04 bohr^-3
  v_kin = 0.4853 Ha = 13.21 eV, HL v_kin = 0.4899 Ha
  v_ext = -0.5000, v_cond = 0.2482, v_H/2 = 0.2496, v_resp = 0.0019 Ha
  v_c = 0.4858, v_s = 0.2354, I_H-2/R = 0.2500 Ha
FCI R=10 bohr: E_total = -0.999998, I_mol = 0.499440 Ha, n(mid) = 2.902e-05 bohr^-3
  v_kin = 0.4967 Ha = 13.51 eV, HL v_kin = 0.4980 Ha
  v_ext = -0.4000, v_cond = 0.1989, v_H/2 = 0.1999, v_resp = 0.0007 Ha
  v_c = 0.4964, v_s = 0.2963, I_H-2/R = 0.3000 Ha
FCI R=10, z = 0.25 bohr: v_kin = 0.3911, I_H sech^2(2z) = 0.3932 Ha
FCI R=10, z = 0.50 bohr: v_kin = 0.2094, I_H sech^2(2z) = 0.2100 Ha
FCI R=10, z = 1.00 bohr: v_kin = 0.0354, I_H sech^2(2z) = 0.0353 Ha
FCI R=10, rho = 2.0 bohr: v_kin = 0.4283, midplane formula = 0.4310 Ha
FCI R=10, rho = 4.0 bohr: v_kin = 0.3019, midplane formula = 0.3049 Ha
FCI R=10 FWHM = 0.8836 bohr, arcosh(sqrt 2) = 0.8814 bohr
```
